# Facet–Bunch Coexistence from a Cubic Projected Surface Free Energy

Suppose a stepped surface has the free energy $f(p)=f_0+sp-bp^2+gp^3$ at slope $p$, and the slope of its step bunches is wanted. Setting $f'(p)=0$ gives $s-2bp+3gp^2=0$, which has real roots for $b^2\ge 3gs$. For the parameters used below, $b^2=13.9$ and $3gs=33.4$ in units of $(\mathrm{eV/nm^2})^2$, so there is no root, and one would conclude that no bunches form. The surface nevertheless lowers its free energy by splitting into flat facets and bunches. The error lies in minimising over the slope as if it were free: the mean slope is fixed by the miscut, and only its distribution can change.

## Free energy at fixed mean slope

Let $h(x)$ be the surface height above a flat reference plane, uniform along the steps, and let $p=dh/dx$. The free energy per unit area of the reference plane, the projected area, is taken as

$$f(p)=f_0+s|p|-bp^2+g|p|^3,\qquad s,b,g>0. \tag{1}$$

The absolute values express symmetry between steps up and steps down. The term $s|p|$ is the cost of isolated steps and gives $f$ a cusp at $p=0$; the other terms describe a net attraction at low step density and a repulsion at high density. Edge energies between regions of different slope are omitted, which is justified when the regions are large.

For a surface of projected length $L$ and mean slope $P>0$,

$$\frac{F}{L}=\frac1L\int_0^L f(h')\,dx,\qquad \frac1L\int_0^L h'\,dx=P. \tag{2}$$

Suppose a straight line $f_0+mp$ lies nowhere above $f(p)$. Replacing $f$ by the line in (2) gives

$$\frac{F}{L}\ \ge\ \frac1L\int_0^L (f_0+mh')\,dx=f_0+mP. \tag{3}$$

Equality holds if the surface uses only slopes at which the line touches $f$. The task is therefore to find a line that touches $f$ at the facet and at one other slope.

## The tangent from the facet

At $p=0$ the slope of $f$ jumps from $-s$ to $+s$. A line through the cusp can stay below $f$ nearby with any slope between these values, so no derivative has to be matched there. At the other contact, $p>0$, the curve is smooth and the line must be tangent:

$$\frac{f(p)-f_0}{p}=f'(p). \tag{4}$$

Inserting (1),

$$s-bp+gp^2=s-2bp+3gp^2 . \tag{5}$$

The constant $s$ cancels. Collecting terms gives $bp=2gp^2$, and division by $p\neq0$ yields

$$p^*=\frac{b}{2g}. \tag{6}$$

The slope of the line is the left side of (5) at $p^*$:

$$m=s-\frac{b^2}{2g}+\frac{b^2}{4g}=s-\frac{b^2}{4g}. \tag{7}$$

Tangency is a local property, so it remains to show that the line stays below the curve. For $p\ge0$, (7) gives $s-m=b^2/(4g)$, and

$$f(p)-f_0-mp=gp\left(p^2-\frac bg\,p+\frac{b^2}{4g^2}\right)=gp\,(p-p^*)^2\ \ge 0. \tag{8}$$

For $p<0$, write $q=|p|$. Then $-mp=+mq$, and since $s+m=(s-m)+2m$,

$$f(p)-f_0-mp=gq\,(q-p^*)^2+2mq. \tag{9}$$

This is positive for all $q>0$ if $m>0$. If $m<0$, it is negative at $q=p^*$. When steps of both signs can form, facet and bunches of slope $p^*$ therefore coexist under the condition

$$b^2<4gs. \tag{10}$$

If only steps of one sign are allowed, (8) suffices and (10) is not needed.

For $0<P<p^*$, let $w$ be the fraction of projected length occupied by bunches. The facet contributes no slope, so $wp^*=P$ and

$$w=\frac{P}{p^*}=\frac{2gP}{b}. \tag{11}$$

The bunch slope does not depend on the miscut; a larger miscut gives more bunched area at the same slope. The free energy gained relative to a uniform surface is (8) at $p=P$:

$$\Delta f=gP\,(p^*-P)^2. \tag{12}$$

Its derivative with respect to $P$ is $g(p^*-P)(p^*-3P)$, so the gain is largest at $P=p^*/3$.

## When the facet is no longer the lowest state

If $b^2>4gs$ and both step signs are available, then $f(p^*)=f_0+mp^*<f_0$: a ridge-and-valley surface with slopes $\pm p^*$ is already cheaper than a flat one. The best slope follows from $f'(q)=0$, whose larger root is

$$p_m=\frac{b+\sqrt{b^2-3gs}}{3g}. \tag{13}$$

There $f''=-2b+6gp_m=2\sqrt{b^2-3gs}>0$, so this root is a minimum. For $q\ge0$, $f$ rises from $f_0$ to the smaller root, falls to $p_m$, and then rises again. Its lowest value is thus either $f_0$ or $f(p_m)$. Since $f(p^*)<f_0$, it is $f(p_m)$. The horizontal line at that height touches $f$ at $\pm p_m$, and for $|P|<p_m$ these two slopes coexist with fractions $(1\pm P/p_m)/2$.

At the border $b^2=4gs$, the root in (13) becomes $\sqrt{b^2-3b^2/4}=b/2$, and $p_m=(3b/2)/(3g)=b/(2g)$. The two results join continuously, and facet, $+p^*$ and $-p^*$ coexist.

## Coexistence slope and limit of stability

A different slope marks the onset of spontaneous separation. If half of a uniform surface changes to slope $P+\delta$ and half to $P-\delta$, the free energy changes by $f''(P)\delta^2/2$ to leading order. With

$$f''(p)=-2b+6gp\qquad(p>0), \tag{14}$$

the uniform surface is unstable for $P<b/(3g)$. For $b/(3g)<P<b/(2g)$ it withstands small disturbances but is not the state of lowest free energy. In this metastable range separation needs a large enough fluctuation.

## The same result in terms of steps

Let each step have height $a_z$ and free energy $\beta$ per length, and let the spacing be $l=a_z/p$. Assign to each gap the energy per length

$$v(l)=-\frac Ul+\frac A{l^2}. \tag{15}$$

There are $p/a_z$ steps per projected length, with one gap per step. Hence

$$f-f_0=\frac p{a_z}\left[\beta-\frac{Up}{a_z}+\frac{Ap^2}{a_z^2}\right],\qquad s=\frac{\beta}{a_z},\quad b=\frac{U}{a_z^2},\quad g=\frac{A}{a_z^3}. \tag{16}$$

The term $-U/l$ is a phenomenological assumption that supplies the $-bp^2$ in (1). A short-range attraction would give it if step positions were uncorrelated: with a gain $\epsilon$ per length within a range $r\ll l$, the fraction of length in contact would be about $r/l$, and $U\approx\epsilon r$. Steps that cannot cross, however, avoid each other. For otherwise free steps the fraction is then only about $(\pi^2/9)(r/l)^3$, so a weak short-range attraction enters $f$ first at order $p^4$. The value of $U$ is therefore taken as given here, not derived from a step interaction.

Equations (6) and (16) give

$$l^*=\frac{a_z}{p^*}=\frac{2A}{U}. \tag{17}$$

This spacing minimises $v$, since $v'(l)=U/l^2-2A/l^3$ vanishes there. The reason is visible in (4): $(f-f_0)/p$ is the energy per step divided by $a_z$. With only one sign of step present, the miscut fixes the number of steps, and the surface minimises the energy of each. Since

$$v(l^*)=-\frac{U^2}{2A}+\frac{U^2}{4A}=-\frac{U^2}{4A}, \tag{18}$$

equation (7) becomes $m=[\beta-U^2/(4A)]/a_z$. Condition (10) therefore says that a step still costs free energy after it has joined a bunch. Otherwise large enough bunches of opposite steps lower the free energy of a flat surface. The first pairs of steps still cost free energy, since $\beta>0$, so the flat facet is then metastable.

## The facet edge of an equilibrium crystal

The same tangent fixes the shape of a crystal that is uniform in one direction. For a fixed amount of material, minimise $\int[f(h')-\lambda h]\,dx$, where $\lambda$ is a Lagrange multiplier. Integration by parts turns $-\int\lambda h\,dx$ into $+\int\lambda xh'\,dx$ plus a boundary term. Let the ends lie at $x=\pm X$ with equal, fixed heights; the boundary term is then constant, and the slopes must satisfy $\int h'\,dx=0$. Minimising at each $x$ separately means minimising $f(p)-\mu p$ with $\mu=-\lambda x$. Because $f$ is even, the resulting slope is odd in $x$ and satisfies this condition. For $p\ge0$, (8) gives

$$f(p)-\mu p=f_0+(m-\mu)p+gp\,(p-p^*)^2. \tag{19}$$

For $m>0$ and $0\le\mu<m$ the minimum is at $p=0$. At $\mu=m$ it jumps to $p^*$, and beyond that it follows the larger root of $s-\mu-2bp+3gp^2=0$:

$$p(\mu)=\frac{b+\sqrt{b^2-3g(s-\mu)}}{3g}. \tag{20}$$

The crystal thus has a facet of half-width $m/\lambda$, which ends at a sharp edge with contact slope $b/(2g)$. At fixed $\lambda$ the facet shrinks to zero width as $m\to0$; at a fixed amount of material $\lambda$ changes as well, and a facet can remain. Equation (20) also shows that, for $m>0$, a uniform surface with $P>p^*$ is stable, because each such slope is the minimum for some $\mu>m$.

## Worked example

Take $\beta=0.10$ eV/nm, $U=0.10$ eV, $A=0.08$ eV nm and a mean spacing of 5 nm at 1100 K. The step height is that of Si(113), $a_z=a/\sqrt{11}=0.1638$ nm, with $a$ the cubic lattice parameter of silicon. From (16),

$$s=\frac{0.10}{0.1638}=0.611,\quad b=\frac{0.10}{0.1638^2}=3.73,\quad g=\frac{0.08}{0.1638^3}=18.2\ \ \mathrm{eV/nm^2}.$$

Here $b^2/(4g)=0.191$ eV/nm² is smaller than $s$, so the facet is stable and $m=0.420$ eV/nm². The bunch slope is

$$p^*=\frac{3.729}{2\times18.22}=0.102,$$

an angle of 5.8° and a step spacing of $2\times0.08/0.10=1.6$ nm. The mean slope is $0.1638/5=0.0328$, or 1.9°, so bunches cover $0.0328/0.102=0.32$ of the projected area. The gain (12) is $18.22\times0.03275\times(0.1023-0.0328)^2$ eV/nm², or 2.9 meV/nm². The mean slope lies below $b/(3g)=0.068$, so the uniform surface is unstable.

A numerical minimisation over all mixtures of slopes between $-0.3$ and $0.3$, on a grid of 0.0005 and without use of (4), selected the facet and slope 0.1025, the grid point nearest to $p^*$. With $\beta$ lowered to 0.025 eV/nm, below the threshold $U^2/(4A)=0.031$ eV/nm, it selected two opposite slopes, as (13) requires with $p_m=0.111$.

A second test used individual gaps. Twelve gaps of mean width 5 nm, initially unequal, were relaxed downhill in $\sum v(l_i)$ at constant total length. Eleven ended at 1.602 nm and one at 42.4 nm. The small excess over 1.6 nm arises because equilibrium requires equal $v'$ in all gaps, and $v'$ of the wide gap is not quite zero. It is $5.4\times10^{-5}$ eV/nm², while $v''(l^*)=6A/l^{*4}-2U/l^{*3}=2A/l^{*4}=0.0244$ eV/nm³; their ratio is 0.002 nm. Twelve gaps of mean width 2 nm, between $2A/U=1.6$ and $3A/U=2.4$ nm, returned to equal widths after a small disturbance. This shows local stability only. Splitting into gaps of 1.6 nm gains $v(2\,\mathrm{nm})-v(1.6\,\mathrm{nm})=0.00125$ eV/nm per narrow gap, but the one wide gap loses much of its binding energy of 0.031 eV/nm. For twelve gaps the equal widths are therefore the lowest state. Separation pays only in chains of 15 gaps or more, and for these the equal widths are metastable.

## What the cubic model leaves out

**Reference area.** If the polynomial (1) were the free energy per true surface area, the projected one would be larger by the factor $\sqrt{1+p^2}\approx1+p^2/2$. This adds $f_0/2$ to the coefficient of $p^2$. For a rough $f_0=8$ eV/nm² the addition is 4 eV/nm², more than $b=3.73$ eV/nm², and the net attraction disappears. The reference area must therefore be stated. The coefficients in (16) refer to projected area, because steps are counted there per projected length.

**Higher order.** With a term $dp^4$, minimising the chord slope $s-bp+gp^2+dp^3$ gives $-b+2gp+3dp^2=0$. For the trial values $d=+g$ and $d=-g$, the bunch slope becomes 0.090 and 0.126, which is 12% below and 23% above the cubic result. For $d=-g$ this is a local minimum of the chord slope; the fall of the polynomial at large $p$ lies outside the range of small slopes for which the expansion is meant. The sensitivity grows quickly for more negative $d$: at $d=-1.5g$ the slope is 0.160, and for $d<-g^2/(3b)=-1.63\,g$ the chord slope has no minimum at all. Since $d=\pm g$ corresponds to a term $\pm Aa_z/l^3$ in $v$, a length scale of only one step height, larger values of $|d|$ are not excluded.

**Temperature.** Part of $A$ is entropic. A step of stiffness $\tilde\beta$ wanders like a diffusing particle, with position along the step playing the role of time. Its free energy per length for wave number $k$ is $(kT)^2k^2/(2\tilde\beta)$, where $kT$ is the thermal energy. Steps that cannot cross have the ground-state energy of free fermions in one dimension, which fill all $|k|<\pi/l$. The mean of $k^2$ is then $\pi^2/(3l^2)$, so

$$A_{\rm ent}=\frac{\pi^2(kT)^2}{6\tilde\beta}. \tag{21}$$

For $\tilde\beta=0.30$ eV/nm and $kT=0.0948$ eV this is 0.049 eV nm, more than half of $A$. The remainder stands for elastic repulsion and its interplay with wandering. At 1200 K, with $U$, $\tilde\beta$ and the remainder held fixed, the bunch slope falls to 0.092, a decrease of 10%. With $U$ fixed and positive the model gives bunches at every temperature. On real Si(113) the coexistence is reported to end near 1200 K, so this estimate does not describe the temperature dependence of that surface.

**Fluctuations.** A step in a bunch, between neighbours held fixed, feels the curvature $\kappa=2v''(l^*)$. Summing over its modes gives

$$\langle x^2\rangle=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{kT}{\tilde\beta q^2+\kappa}=\frac{kT}{2\sqrt{\tilde\beta\kappa}}. \tag{22}$$

In this harmonic approximation the root-mean-square displacement is about 0.6 nm, roughly 40% of the spacing. This is an overestimate, since a free step between hard walls at the two neighbours wanders by only 0.58 nm. The full potential of the two neighbours rises faster than a parabola and reduces it to about 0.4 nm, roughly a quarter of the spacing. Both values are only estimates, since $v$ already contains the entropic repulsion that wandering causes. Wandering is thus not a small correction, and $U$ and $A$ must be understood as effective coefficients, not as bare pair interactions.

**Bunch edges.** A bunch of $N$ steps has $N-1$ narrow gaps. It lacks one binding energy of 0.031 eV/nm, a fraction $1/N$ of the total binding. Neglecting the weak attraction across terraces, the merger of two bunches recovers one such energy, so the model favours coarsening.

**Electromigration.** In a heating field of 5 V/cm, an adatom of effective charge $0.1e$ gains $0.1\times5\times10^{-7}\times5=2.5\times10^{-7}$ eV across a 5 nm terrace. The step interaction changes the chemical potential on the scale $\Omega v'(l)/a_z$, with $\Omega=a^3/8$ the atomic volume. At 5 nm this is $0.122\times0.00272=3.3\times10^{-4}$ eV, about a thousand times larger. The two scales meet at a terrace width of about 62 nm. The step value is the contribution of one neighbour; in an evenly spaced train the two neighbours cancel, and only uneven spacing leaves a net change. This compares magnitudes and is not a stability criterion. It also relies on the mean-field tail of (15); an attraction that falls off faster would move the crossing to narrower terraces.

## Relation to real surfaces

Vicinal Si(113) is a real surface on which facets and step bunches coexist at temperatures of order 1000 K, and on which attraction between steps has been inferred. The parameters above are rough choices for that regime, not a fit; $U$ in particular was chosen to give closely spaced bunches. The resulting angle of about 6° is therefore an illustration, not a prediction. The assumption of smooth mean-field interactions is doubtful at such spacings, because 1.6 nm is only about three cubic lattice parameters and the steps wander by a sizeable part of it. A quartic coefficient of the same size as $g$ would already change the slope by 10 to 25%, and its true size is not known here. The error of the mean-field treatment has not been bounded either. The term $-bp^2$ is itself an assumption, which a weak short-range attraction between non-crossing steps does not justify. Equation (6) therefore applies to a real surface only where a free energy of the form (1) has been established.

Bunches on Si(111) heated by direct current are a different case: their formation depends on the current direction. Nothing in (6) changes when the current is reversed, so such a dependence indicates a kinetic mechanism, for which $b/(2g)$ need not be the bunch slope. The numerical output lists the main values used here.

## Calculated quantities

```
temperature: 1100 K
thermal energy kT: 0.09479 eV
step height a_z: 0.1638 nm
step free energy beta: 0.1 eV/nm
attraction U: 0.1 eV
total repulsion A: 0.08 eV nm
step stiffness: 0.3 eV/nm
mean step spacing: 5 nm
s: 0.6107 eV/nm^2
b: 3.729 eV/nm^2
g: 18.22 eV/nm^2
b^2/(4g): 0.1908 eV/nm^2
tangent slope m: 0.4198 eV/nm^2
bunch slope b/(2g): 0.1023
bunch angle: 5.844 degrees
spinodal slope b/(3g): 0.06823
mean slope P: 0.03275
mean angle: 1.876 degrees
bunch fraction of projected area: 0.32
energy gain by separation: 2.89 meV/nm^2
hull program: bunch slope on grid: 0.1025
hull program: slope grid spacing: 0.0005
field search: slope after jump: 0.1023
field search: mu at jump: 0.4198 eV/nm^2
bunch step spacing 2A/U: 1.6 nm
chain of 12 gaps: smallest gap: 1.602 nm
chain of 12 gaps: second largest gap: 1.602 nm
chain of 12 gaps: largest gap: 42.38 nm
metastable test: mean gap: 2 nm
metastable test: final spread of gaps: 0 nm
facet stability threshold for beta: 0.03125 eV/nm
low-beta case: beta: 0.025 eV/nm
low-beta case: coexisting slopes +/-: 0.1114
facet free energy f0 in true-area test: 8 eV/nm^2
p^2 term added by true area, f0/2: 4 eV/nm^2
entropic part of A, formula: 0.04927 eV nm
entropic part of A, diagonalisation: 0.04914 eV nm
bunch slope with quartic term +g p^4: 0.09015
bunch slope with quartic term -g p^4: 0.1263
higher temperature: 1200 K
bunch slope there, U held fixed: 0.09162
rms wandering of a caged step: 0.626 nm
binding lost per missing gap: 0.03125 eV/nm
heating field: 5 V/cm
effective charge number: 0.1
surface area per atom in one step layer: 0.1223 nm^2
step chemical potential scale at mean spacing: 0.000333 eV
electromigration work across mean terrace: 2.5e-07 eV
terrace width where the two are equal: 62 nm
```
